\section*{A Hermitian Canonical Transcorrelated Hamiltonian for Open-Shell and Multiconfigurational References, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Hartree atomic units are used throughout. Let $H$ be the electronic Hamiltonian, $F$ the Fock operator of a reference state $\Psi_0$ that may be open-shell or multiconfigurational, and $A=T-T^\dagger$ an anti-Hermitian two-body operator in which $T$ replaces a pair of occupied orbitals by a short-range geminal that is orthogonal to every pair of orbitals in the working basis. The canonical transcorrelated Hamiltonian of Yanai and Shiozaki is
\begin{equation}
\bar H = P\Big(H+[H,A]_{1,2}+\tfrac12[[F,A],A]_{1,2}\Big)P ,
\label{eq:def}
\end{equation}
where $P$ projects on the Fock space of the working basis and the subscript $1,2$ means that three-body operators are cut back to two-body rank in normal order with respect to $\Psi_0$. It has the form of an ordinary Hamiltonian in the working basis,
\begin{equation}
\bar H=\bar h_{pq}\,a^{p}_{q}+\tfrac14\,\bar v_{pqrs}\,a^{pq}_{rs},\qquad
\bar h_{pq}=\bar h_{qp}^{*},\qquad \bar v_{pqrs}=\bar v_{rspq}^{*},
\label{eq:result}
\end{equation}
with no constant term and with $\bar h$ and $\bar v$ given in Eqs.~(\ref{eq:hbar}) and (\ref{eq:vbar}). It is Hermitian for any reference whose density matrices are Hermitian. It is in general not unitarily equivalent to $H$, and its lowest eigenvalue is not guaranteed to be an upper bound to the exact energy.

\section{Conventions}

The one-particle basis is an orthonormal set of spin orbitals. The orbital basis set (OBS), with indices $p,q,r,s,t,u$, is divided into occupied orbitals $i,j,k,l$ (core and active) and virtual orbitals $a,b,c$. Its orthogonal complement, the complementary auxiliary basis (CABS), has indices $x,y$. Indices $\alpha,\beta$ run over virtual and CABS orbitals together, and $\kappa,\lambda,\mu,\nu,\rho$ over everything. The orbitals are spin-restricted, and both spin orbitals of an active or singly occupied spatial orbital count as occupied. Repeated indices are summed. Operator strings are
\begin{equation}
a^p_q=a_p^\dagger a_q,\qquad a^{pq}_{rs}=a_p^\dagger a_q^\dagger a_s a_r,\qquad
a^{pqr}_{stu}=a_p^\dagger a_q^\dagger a_r^\dagger a_u a_t a_s ,
\end{equation}
so that each string is antisymmetric in its upper and in its lower indices, and the adjoint exchanges the upper and lower rows. The Hamiltonian is $H=h_{\kappa\lambda}a^\kappa_\lambda+\frac14 v_{\kappa\lambda\mu\nu}a^{\kappa\lambda}_{\mu\nu}$ with $v_{\kappa\lambda\mu\nu}=\langle\kappa\lambda|r_{12}^{-1}|\mu\nu\rangle-\langle\kappa\lambda|r_{12}^{-1}|\nu\mu\rangle$.

The reference $\Psi_0$ is a normalised state, or an ensemble of states, built from occupied orbitals only. Its densities are $\gamma^p_q=\langle a^p_q\rangle$, $\gamma^{pq}_{rs}=\langle a^{pq}_{rs}\rangle$ and $\gamma^{pqr}_{stu}=\langle a^{pqr}_{stu}\rangle$. Because $a_\alpha\Psi_0=0$, a density vanishes if any index is virtual or CABS. Because the expectation value of an adjoint is the complex conjugate, $(\gamma^p_q)^*=\gamma^q_p$ and $(\gamma^{pq}_{rs})^*=\gamma^{rs}_{pq}$. The Fock operator is $F=f_{\kappa\lambda}a^\kappa_\lambda$ with $f_{\kappa\lambda}=h_{\kappa\lambda}+v_{\kappa i\lambda j}\gamma^i_j$, a Hermitian matrix. No element of $f$ is assumed to vanish.

The projector $P$ keeps the states in which every CABS orbital is empty. Thus $a_xP=0$ and $Pa_x^\dagger=0$, and for an operator written as a sum of strings with creators on the left, $P\cdots P$ deletes exactly the strings that carry a CABS index.

\section{The generator}

Let $\hat o,\hat v,\hat c$ be the one-particle projectors on occupied, virtual and CABS orbitals, with $\hat o+\hat v+\hat c=1$. The two-particle projector is
\begin{equation}
Q_{12}=(1-\hat o_1)(1-\hat o_2)-\hat v_1\hat v_2=\hat v_1\hat c_2+\hat c_1\hat v_2+\hat c_1\hat c_2 .
\label{eq:Q}
\end{equation}
With the Slater geminal $F_{12}=-e^{-\zeta r_{12}}/\zeta$ and the operator $\Pi_{12}$ that exchanges the spatial coordinates of the two electrons but not their spins, define for each occupied pair the antisymmetric function
\begin{equation}
|\omega_{ij}\rangle=Q_{12}F_{12}\big(\tfrac38+\tfrac18\Pi_{12}\big)\big(|ij\rangle-|ji\rangle\big).
\end{equation}
On an antisymmetric pair function $\Pi_{12}=+1$ for the singlet and $-1$ for the triplet, so the amplitude is $\frac12$ and $\frac14$ respectively. Since $F_{12}=-1/\zeta+r_{12}-\dots$ and $Q_{12}$ annihilates the constant acting on an occupied pair, these are the slopes required by the singlet and triplet cusp conditions. The generator is
\begin{equation}
A=T-T^\dagger,\qquad T=\tfrac14 G_{\alpha\beta ij}\,a^{\alpha\beta}_{ij},\qquad G_{\alpha\beta ij}=\langle\alpha\beta|\omega_{ij}\rangle .
\end{equation}
$G$ is antisymmetric in $\alpha\beta$ and in $ij$. We extend it by zero to all other index ranges, so that for example $G_{\alpha\beta pq}=0$ unless $p$ and $q$ are both occupied. By Eq.~(\ref{eq:Q}), $G_{abij}=0$: every term of $T$ creates at least one CABS electron. The algebra below uses only these properties of $G$.

\section{Truncation of the unitary transformation}

Since $A^\dagger=-A$, $e^{A}$ is unitary and $H(\tau)=e^{-\tau A}He^{\tau A}$ has the spectrum of $H$. Differentiation gives $dH(\tau)/d\tau=[H(\tau),A]$, and the Taylor series at $\tau=1$ is
\begin{equation}
e^{-A}He^{A}=H+[H,A]+\tfrac12[[H,A],A]+\tfrac16[[[H,A],A],A]+\dots
\label{eq:bch}
\end{equation}
Each term is Hermitian, because for Hermitian $X$
\begin{equation}
[X,A]^\dagger=A^\dagger X-XA^\dagger=-AX+XA=[X,A].
\label{eq:hermcomm}
\end{equation}
To cut the series, count $F$ as order zero and both $H-F$ and $A$ as order $\epsilon$. Then $[H,A]$ contains orders $\epsilon$ and $\epsilon^2$, and $\frac12[[H,A],A]=\frac12[[F,A],A]+\frac12[[H-F,A],A]$ contains orders $\epsilon^2$ and $\epsilon^3$. The triple commutator starts at $\epsilon^3$. Through second order the transformed Hamiltonian is therefore $H+[H,A]+\frac12[[F,A],A]$. The replacement of $H$ by $F$ also limits the rank. A commutator of an $m$-body and an $n$-body operator has rank at most $m+n-1$, because the uncontracted products cancel. Hence $[F,A]$ is exactly two-body and needs no inner truncation, and both retained commutators are at most three-body.

The compression $Pe^{-A}He^{A}P$ of the full series has expectation values $\langle e^{A}\Phi|H|e^{A}\Phi\rangle$ in normalised states $\Phi=P\Phi$, so it obeys the variational bound. Once the series is cut, the result is in general no longer unitarily equivalent to $H$ and the bound is not guaranteed, although Eq.~(\ref{eq:hermcomm}) keeps every retained term Hermitian.

\section{Projection}

The CABS creator in each term of $T$ can be moved to the far left at the cost of a sign, where $Pa_x^\dagger=0$. Therefore $PT=0$ and, taking the adjoint, $T^\dagger P=0$. For Hermitian $X$,
\begin{equation}
P[X,A]P=P\big(XT-XT^\dagger-TX+T^\dagger X\big)P=PXTP+(PXTP)^\dagger .
\label{eq:proj}
\end{equation}
This is used with $X=H$ and with $X=\frac12[F,A]$, which is Hermitian by Eq.~(\ref{eq:hermcomm}).

Let $\dot T=[F,T]$. Then $\dot T^\dagger=T^\dagger F-FT^\dagger=-[F,T^\dagger]$, so $[F,A]=\dot T+\dot T^\dagger$. The commutator with $F$ acts on a product one factor at a time, with $[F,a^\dagger_\rho]=f_{\kappa\rho}a^\dagger_\kappa$ and $[F,a_\rho]=-f_{\rho\mu}a_\mu$. Applied to the four operators of $T$ this gives $\dot T=\frac14\dot G_{\kappa\lambda\mu\nu}a^{\kappa\lambda}_{\mu\nu}$ with
\begin{equation}
\dot G_{\kappa\lambda\mu\nu}=f_{\kappa\rho}G_{\rho\lambda\mu\nu}+f_{\lambda\rho}G_{\kappa\rho\mu\nu}-G_{\kappa\lambda\rho\nu}f_{\rho\mu}-G_{\kappa\lambda\mu\rho}f_{\rho\nu}.
\label{eq:Gdot}
\end{equation}
The product $P\dot TTP$ vanishes. In the first two terms of Eq.~(\ref{eq:Gdot}) the annihilators of $\dot T$ are occupied, so they anticommute with the CABS creator of $T$, which reaches $P$ and gives zero. In the last two terms the creators of $\dot T$ are those of $G$, one of which is a CABS creator. The whole correction to $PHP$ before the rank cut is thus
\begin{equation}
W=P\big(H+\tfrac12\dot T^\dagger\big)TP+\text{h.c.}
\label{eq:W}
\end{equation}
Since $\dot T^\dagger=\frac14\dot G^*_{\mu\nu\kappa\lambda}a^{\kappa\lambda}_{\mu\nu}$, the operator in the bracket has one-body part $h$ and a two-body part with the antisymmetric tensor
\begin{equation}
z_{\kappa\lambda\mu\nu}=v_{\kappa\lambda\mu\nu}+\tfrac12\dot G^{*}_{\mu\nu\kappa\lambda}.
\end{equation}

\section{Contractions}

For the one-body part, two anticommutations give
\begin{equation}
a_\mu a^\dagger_\alpha a^\dagger_\beta=\delta_{\mu\alpha}a^\dagger_\beta-\delta_{\mu\beta}a^\dagger_\alpha+a^\dagger_\alpha a^\dagger_\beta a_\mu .
\label{eq:one}
\end{equation}
The last term keeps the CABS creator and is removed by $P$. The first two are equal after multiplication by the antisymmetric $G$, which turns the factor $\frac14$ into $\frac12$. The surviving creators must lie in the OBS, so $\kappa=p$ and $\beta=b$, and then $G_{abij}=0$ forces $\alpha=x$:
\begin{equation}
P\,h_{\kappa\mu}a^\kappa_\mu\,T\,P=\tfrac12 h_{px}G_{xbij}\,a^{pb}_{ij}.
\label{eq:hT}
\end{equation}
For the two-body part, multiply Eq.~(\ref{eq:one}) by $a_\nu$ from the left and use it once more on the last term:
\begin{align}
a_\nu a_\mu a^\dagger_\alpha a^\dagger_\beta={}&\delta_{\mu\alpha}\delta_{\nu\beta}-\delta_{\mu\beta}\delta_{\nu\alpha}
-\delta_{\mu\alpha}a^\dagger_\beta a_\nu+\delta_{\mu\beta}a^\dagger_\alpha a_\nu\nonumber\\
&+\delta_{\nu\alpha}a^\dagger_\beta a_\mu-\delta_{\nu\beta}a^\dagger_\alpha a_\mu+a^\dagger_\alpha a^\dagger_\beta a_\nu a_\mu .
\end{align}
This stands between $a^\dagger_\kappa a^\dagger_\lambda$ and $a_ja_i$ with coefficient $\frac1{16}z_{\kappa\lambda\mu\nu}G_{\alpha\beta ij}$. The four-body term is removed by $P$. The two doubly contracted terms are equal, because $z$ is antisymmetric in $\mu\nu$, and give $\frac18 z_{pq\alpha\beta}G_{\alpha\beta ij}a^{pq}_{ij}$. The four singly contracted terms are equal, because each exchange $\mu\leftrightarrow\nu$ or $\alpha\leftrightarrow\beta$ changes the sign of $z$ or of $G$ together with the explicit sign, and give $-\frac14 z_{\kappa\lambda\alpha\nu}G_{\alpha\beta ij}a^\dagger_\kappa a^\dagger_\lambda a^\dagger_\beta a_\nu a_ja_i$. The left projector sets $\kappa\lambda=pq$, $\beta=b$ and so $\alpha=x$; the right projector sets $\nu=s$. The three-body part of $W$ is
\begin{equation}
W_3=c_{pqbijs}\,a^{pqb}_{ijs}+\text{h.c.},\qquad c_{pqbijs}=-\tfrac14 z_{pqxs}G_{xbij},
\label{eq:W3}
\end{equation}
and $c$ is antisymmetric in $pq$ and in $ij$. The element of $\dot G$ needed in $z_{pqxs}=v_{pqxs}+\frac12\dot G^*_{xspq}$ follows from Eq.~(\ref{eq:Gdot}). In its first term $G_{\rho spq}$ has $s$ in the OBS, so $\rho$ must be a CABS index:
\begin{equation}
\dot G_{xspq}=f_{xy}G_{yspq}+f_{s\alpha}G_{x\alpha pq}-G_{xskq}f_{kp}-G_{xspk}f_{kq}.
\label{eq:Gx}
\end{equation}

The doubly contracted term is $\frac14\big[\frac12 z_{pq\alpha\beta}G_{\alpha\beta ij}\big]a^{pq}_{ij}$. Define
\begin{align}
V_{pqij}&=\tfrac12 v_{pq\alpha\beta}G_{\alpha\beta ij}=\langle pq|r_{12}^{-1}|\omega_{ij}\rangle,\nonumber\\
X_{pqij}&=\tfrac12 G^*_{\alpha\beta pq}G_{\alpha\beta ij}=\tfrac12\langle\omega_{pq}|\omega_{ij}\rangle,\nonumber\\
B_{pqij}&=G^*_{\rho\beta pq}f_{\rho\alpha}G_{\alpha\beta ij}=\tfrac12\langle\omega_{pq}|f_1+f_2|\omega_{ij}\rangle .
\label{eq:VXB}
\end{align}
The right-hand forms hold when the CABS is complete, because then $\sum_{\alpha\beta}|\alpha\beta\rangle\langle\alpha\beta|$ leaves $\omega_{ij}$ unchanged; in $V$ the direct and exchange parts of $v$ contribute equally since $\omega_{ij}$ is antisymmetric. $X$ and $B$ vanish unless $p,q$ are occupied. Conjugating Eq.~(\ref{eq:Gdot}) with $f^*_{\alpha\rho}=f_{\rho\alpha}$ and $f^*_{kp}=f_{pk}$,
\begin{align}
\tfrac12\dot G^*_{\alpha\beta pq}G_{\alpha\beta ij}={}&\tfrac12\big(G^*_{\rho\beta pq}f_{\rho\alpha}+G^*_{\alpha\rho pq}f_{\rho\beta}\big)G_{\alpha\beta ij}
-f_{pk}X_{kqij}-f_{qk}X_{pkij}.
\end{align}
The two terms in the bracket are equal, as is seen by exchanging the names $\alpha,\beta$ and using the antisymmetry of both $G$ factors, and together they give $B$. With the factor $\frac12$ from $z$ and Eq.~(\ref{eq:hT}), the two-body part of $W$ is
\begin{equation}
W_2=\tfrac12h_{px}G_{xbij}a^{pb}_{ij}+\tfrac14\Big[V_{pqij}+\tfrac12\big(B_{pqij}-f_{pk}X_{kqij}-f_{qk}X_{pkij}\big)\Big]a^{pq}_{ij}+\text{h.c.}
\label{eq:W2}
\end{equation}
There is no one-body or constant part, because the two annihilators of $T$ are never contracted. So far $W=W_2+W_3$ is exact.

\section{Normal order and the rank cut}

Deleting $W_3$ outright would be a truncation relative to the empty vacuum, and it would discard the mean-field effect of the third electron, which is present in any system with more than two. The cut is made instead in the generalised normal order of Mukherjee and Kutzelnigg, whose operators $\tilde a$ are defined recursively:
\begin{align}
a^p_s&=\tilde a^p_s+\gamma^p_s,\nonumber\\
a^{pq}_{st}&=\tilde a^{pq}_{st}+\gamma^p_s\tilde a^q_t-\gamma^p_t\tilde a^q_s-\gamma^q_s\tilde a^p_t+\gamma^q_t\tilde a^p_s+\gamma^{pq}_{st},\nonumber\\
a^{pqr}_{stu}&=\tilde a^{pqr}_{stu}+\textstyle\sum_9\gamma\,\tilde a_2+\sum_9\gamma_2\,\tilde a_1+\gamma^{pqr}_{stu}.
\label{eq:MK}
\end{align}
Here $\sum_9$ means: choose the upper index in position $m$ and the lower index in position $n$ for the one-particle factor, give the remaining indices in their original order to the two-particle factor, attach the sign $(-1)^{m+n}$, and sum over $m,n=1,2,3$. The sign is that of the permutations that bring the chosen indices to the front of their rows. Taking expectation values line by line shows $\langle\tilde a\rangle=0$ at every rank. For a single determinant the only nonzero contraction in a string with creators on the left is $\langle a^\dagger_pa_s\rangle=\gamma^p_s$, the higher densities are determinants of $\gamma$, and Wick's theorem gives exactly Eq.~(\ref{eq:MK}) with $\tilde a$ the particle-hole normal product. The cumulants are defined by
\begin{equation}
\gamma^{pq}_{st}=\lambda^{pq}_{st}+\gamma^p_s\gamma^q_t-\gamma^p_t\gamma^q_s,\qquad
\gamma^{pqr}_{stu}=\lambda^{pqr}_{stu}+\textstyle\sum_9\gamma\,\lambda_2+\det\gamma ,
\end{equation}
where $\det\gamma$ is the $3\times3$ determinant with rows $p,q,r$ and columns $s,t,u$. The reduction, written $\mathrm{red}$, deletes $\tilde a_3$ and $\lambda_3$ and leaves operators of lower rank untouched.

To return to ordinary strings, contract with a tensor $w_{pqrstu}$ antisymmetric in $pqr$ and in $stu$. Every signed term of a sum then contributes the same amount. Write
\begin{align}
&\mathcal A_2=w\,\gamma^r_u a^{pq}_{st},\quad \mathcal A_1=w\,\gamma^q_t\gamma^r_u a^p_s,\quad \mathcal A_1'=w\,\gamma^{qr}_{tu}a^p_s,\nonumber\\
&N_1=w\,\gamma^p_s\gamma^q_t\gamma^r_u,\quad N_2=w\,\gamma^p_s\gamma^{qr}_{tu},
\end{align}
with $w=w_{pqrstu}$ and all indices summed. The second line of Eq.~(\ref{eq:MK}), solved for $\tilde a_2$ and with $\tilde a_1=a_1-\gamma$, gives for the three retained groups
\begin{align}
w\textstyle\sum_9\gamma\tilde a_2&=9\,(\mathcal A_2-4\mathcal A_1+4N_1-N_2),\nonumber\\
w\textstyle\sum_9\gamma_2\tilde a_1&=9\,(\mathcal A_1'-N_2),\nonumber\\
w\big(\textstyle\sum_9\gamma\lambda_2+\det\gamma\big)&=9\,(N_2-2N_1)+6N_1 .
\end{align}
The sum is $9\mathcal A_2-36\mathcal A_1+9\mathcal A_1'+24N_1-9N_2$, since $36-18+6=24$ and $-9-9+9=-9$. Dividing by 36,
\begin{equation}
\mathrm{red}\big(\tfrac1{36}w\,a^{pqr}_{stu}\big)=\tfrac14\mathcal A_2+\tfrac14\mathcal A_1'-\mathcal A_1+\tfrac23N_1-\tfrac14N_2 .
\label{eq:red}
\end{equation}
For a single string the same result reads
\begin{equation}
\mathrm{red}\,a^{pqr}_{stu}=\textstyle\sum_9\gamma\,a_2+\sum_9\Lambda\,a_1+4\det\gamma-\sum_9\gamma\,\gamma_2,\qquad
\Lambda^{pq}_{st}=\gamma^{pq}_{st}-2\big(\gamma^p_s\gamma^q_t-\gamma^p_t\gamma^q_s\big).
\label{eq:redstring}
\end{equation}
To confirm this, contract it with $w$: the second sum gives $9(\mathcal A_1'-4\mathcal A_1)$, the determinant gives $4\cdot6N_1$, and the other two give $9\mathcal A_2$ and $-9N_2$. Both sides are antisymmetric in each row and agree against every antisymmetric $w$, so they are equal.

Equation~(\ref{eq:def}) reduces first and projects second, while we have projected first. The order does not matter. In Eq.~(\ref{eq:redstring}) a CABS index either falls on a density, which then vanishes, or stays on an operator string, which $P$ then deletes. Strings with OBS indices reduce to strings with OBS indices. Hence $\bar H=PHP+W_2+\mathrm{red}\,W_3$.

The projected correction has been derived as $W_2+W_3$, and the rank cut in generalised normal order gives $\bar H=PHP+W_2+\mathrm{red}\,W_3$. It remains to write out $\bar h$ and $\bar v$, prove that $\bar H$ is Hermitian, examine its spin symmetry and limits, and test it on helium and a random model.
